# Classical versus quantum free energy of a silicon optical mode

**Question**

I am computing free energies of silicon with a fitted interatomic potential and classical molecular dynamics. As a warm-up I was given this exercise:

*A silicon optical mode has energy $\hbar\omega=64$ meV. Treat it as harmonic at 300 K. Show that classical sampling underestimates its free energy by about 6.3 meV, and that the leading quantum correction gives 6.6 meV.*

I can't make sense of the size. Classical dynamics has no zero-point motion, so I expected the missing amount to be $\hbar\omega/2=32$ meV. Why is it so much smaller? Where do the two different numbers come from, and which should I add to my classical result? Also, can I multiply the answer by the number of modes in my simulation cell?

**Answer**

The missing amount is smaller than the zero-point energy because classical statistics makes a second error, of opposite sign, in the thermal part. To see this, compute both free energies with the same energy zero and the same counting of states.

**What is being compared**

Take one normal coordinate $u$ with effective mass $\mu$ and Hamiltonian

$$H=\frac{p^2}{2\mu}+\frac12\mu\omega^2u^2 .$$

The volume and $\omega$ are held fixed, and energies are measured from the potential minimum. Write $\beta=1/(kT)$ and $x=\beta\hbar\omega$. In both descriptions $F=-kT\ln Z$.

"Classical sampling" here means fully converged classical dynamics or Monte Carlo, so the difference is not statistical noise. Nor is it caused by errors in the forces: a perfect interatomic potential would not remove it. Its size does depend on the frequency your potential gives. The Stillinger-Weber potential, for example, puts the zone-centre optical mode at about 73.75 meV, where the gap derived below is about 8.2 meV at 300 K instead of 6.3 meV.

**The quantum free energy**

The levels are $E_n=\hbar\omega(n+\tfrac12)$, so the partition function is a geometric series:

$$Z_q=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}} .$$

Multiply numerator and denominator by $e^{x/2}$:

$$Z_q=\frac{1}{e^{x/2}-e^{-x/2}}=\frac{1}{2\sinh(x/2)},\qquad F_q=kT\ln\left[2\sinh(x/2)\right].$$

**The classical free energy**

Classically the sum over states becomes an integral over phase space, with one state per area $2\pi\hbar$:

$$Z_{cl}=\frac{1}{2\pi\hbar}\int dp\,e^{-\beta p^2/2\mu}\int du\,e^{-\beta\mu\omega^2u^2/2}.$$

Each integral has the form $\int e^{-cs^2}ds=\sqrt{\pi/c}$. Hence

$$Z_{cl}=\frac{1}{2\pi\hbar}\sqrt{\frac{2\pi\mu}{\beta}}\sqrt{\frac{2\pi}{\beta\mu\omega^2}}=\frac{1}{\beta\hbar\omega}=\frac1x,\qquad F_{cl}=kT\ln x .$$

The mass cancels at fixed $\omega$. The factor $2\pi\hbar$ does not come from the trajectories. It is the choice that makes the two partition functions agree at high temperature, where $2\sinh(x/2)\to x$. Any other cell size would add a spurious constant times $kT$ to the comparison.

**The gap**

Subtracting the two results gives

$$D\equiv F_q-F_{cl}=kT\ln\frac{2\sinh(x/2)}{x}=kT\ln\frac{\sinh(x/2)}{x/2}.$$

For the exercise, $kT=25.852$ meV and $x=64/25.852=2.4756$. Then

$$F_q=25.852\,\ln[2\sinh(1.2378)]=29.729\ \text{meV},$$

$$F_{cl}=25.852\,\ln(2.4756)=23.435\ \text{meV},$$

$$D=29.729-23.435=6.294\ \text{meV}.$$

This is the 6.3 meV, or 0.607 kJ per mole of such modes. It is the full harmonic difference, with no expansion in $\hbar$.

**Where the 32 meV went**

Separate the zero-point energy from the quantum result. Since $2\sinh(x/2)=e^{x/2}(1-e^{-x})$,

$$F_q=\frac{\hbar\omega}{2}+kT\ln(1-e^{-x}).$$

The first term is 32.000 meV, so the second is $29.729-32.000=-2.271$ meV. Classical statistics omits the first term, but it also replaces the second by $kT\ln x=+23.435$ meV. The classical thermal part is therefore too high by $23.435+2.271=25.706$ meV. The net deficit is $32.000-25.706=6.294$ meV.

The cancellation can be followed algebraically at small $x$. The excess of the classical thermal part is

$$kT\ln\frac{x}{1-e^{-x}} .$$

Because $1-e^{-x}=x-x^2/2+\dots$, the fraction is $1+x/2+\dots$ and its logarithm starts with $x/2$. The excess thus starts with $kT\,x/2=\hbar\omega/2$, which removes the whole zero-point energy at that order. What survives begins at order $x^2$.

So don't add $\hbar\omega/2$ to a classical free energy. Here that would give 55.435 meV, which is 25.706 meV above the quantum value. The zero-point energy belongs with the quantum thermal term, not with $kT\ln x$.

**The leading correction**

Put $y=x/2$ and use the series of the hyperbolic sine:

$$\frac{\sinh y}{y}=1+s,\qquad s=\frac{y^2}{6}+\frac{y^4}{120}+\frac{y^6}{5040}+\dots$$

Insert this into $\ln(1+s)=s-s^2/2+s^3/3-\dots$ and collect powers:

- At $y^2$ the coefficient is $1/6$.
- At $y^4$ it is $1/120-1/72=-1/180$.
- At $y^6$ it is $1/5040-1/720+1/648=1/2835$.

With $y=x/2$ these become

$$\frac{D}{kT}=\frac{x^2}{24}-\frac{x^4}{2880}+\frac{x^6}{181440}-\dots$$

The first term is the leading quantum correction,

$$D_2=kT\frac{x^2}{24}=\frac{(\hbar\omega)^2}{24kT}=\frac{64^2}{24\times25.852}=6.602\ \text{meV}.$$

It is 0.308 meV above $D$, or 4.9% of $D$. The next term is $-0.337$ meV and brings the sum to 6.265 meV. The third is $+0.033$ meV and brings it to 6.297 meV. The difference between 6.6 and 6.3 is thus mainly the $x^4$ term.

**Why the signs are general**

Classical sampling gives too low a harmonic free energy at every temperature, and $D_2$ overestimates the deficit at every temperature. To prove both, differentiate:

$$\frac{d}{dy}\ln\frac{\sinh y}{y}=\coth y-\frac1y=\frac{y\cosh y-\sinh y}{y\sinh y}.$$

The numerator has the series

$$y\cosh y-\sinh y=\sum_{n\ge1}\left[\frac{1}{(2n)!}-\frac{1}{(2n+1)!}\right]y^{2n+1}=\sum_{n\ge1}\frac{2n}{(2n+1)!}\,y^{2n+1}.$$

All its coefficients are positive, so the derivative is positive for $y>0$. Compare it with

$$\frac{y^2}{3}\sinh y=\sum_{n\ge1}\frac{y^{2n+1}}{3(2n-1)!}=\sum_{n\ge1}\frac{2n+1}{3}\,\frac{2n}{(2n+1)!}\,y^{2n+1}.$$

Each coefficient here is $(2n+1)/3$ times the one above. That factor is 1 for $n=1$ and larger afterwards. Therefore, for $y>0$,

$$0<\coth y-\frac1y<\frac y3 .$$

Integrating from 0 to $x/2$, where the logarithm starts at zero, gives

$$0<\ln\frac{\sinh(x/2)}{x/2}<\frac{x^2}{24},\qquad\text{so}\qquad 0<D<D_2 .$$

**Energy and entropy**

A classical run also gives the wrong mean energy, by a different amount. From $U=\partial(\beta F)/\partial\beta$,

$$U_q=\frac{\partial}{\partial\beta}\ln\left[2\sinh\frac{\beta\hbar\omega}{2}\right]=\frac{\hbar\omega}{2}\coth\frac x2=37.877\ \text{meV},$$

$$U_{cl}=\frac{\partial}{\partial\beta}\ln(\beta\hbar\omega)=kT=25.852\ \text{meV}.$$

The energy deficit is 12.025 meV, nearly twice $D$. The factor two is the leading-order result: $\beta D_2=\beta^2(\hbar\omega)^2/24$, whose $\beta$-derivative is $\beta(\hbar\omega)^2/12=2D_2=13.203$ meV. Since $F=U-TS$, the remainder is an entropy difference, $T(S_q-S_{cl})=12.025-6.294=5.731$ meV. Correcting the energy alone would overcorrect the free energy.

The energy deficit appears in real space as too narrow a distribution. In a harmonic well the mean potential energy is half the total, classically and in each quantum level, so $\mu\omega^2\langle u^2\rangle=U$. As an illustration, let $u$ be the relative coordinate of the two atoms in one silicon cell, treated as an isolated oscillator. Its mass $\mu$ is half the atomic mass of 28.085 u. The root-mean-square displacement is then 5.25 pm in quantum statistics and 4.33 pm in classical statistics. These are not atomic displacements in the crystal, which receive contributions from all modes. In harmonic Stillinger-Weber silicon at 300 K the quantum root-mean-square displacement of one atom exceeds the classical one by only about 5%, and the spread of a bond length by about 19%, against 21% for this oscillator.

**When the leading term is enough**

The table keeps the mode at 64 meV and changes only the temperature.

| $T$ (K) | $x$ | $D$ (meV) | $D_2$ (meV) |
|---:|---:|---:|---:|
| 77 | 9.65 | 16.96 | 25.72 |
| 200 | 3.71 | 8.96 | 9.90 |
| 300 | 2.48 | 6.29 | 6.60 |
| 400 | 1.86 | 4.82 | 4.95 |
| 600 | 1.24 | 3.26 | 3.30 |
| 1200 | 0.62 | 1.65 | 1.65 |

On heating, the two columns merge and both fall as $1/T$. On cooling they separate. For large $x$ the term $e^{-x}$ can be dropped from $F_q$, leaving

$$D\simeq\frac{\hbar\omega}{2}-kT\ln x .$$

As $T\to0$ this tends to $\hbar\omega/2$, because $T\ln(1/T)\to0$. Your expectation of 32 meV is therefore the zero-temperature limit. At 77 K the gap is still only about half of it. Meanwhile $D_2$ grows without bound as $1/T$.

Adding more terms does not rescue the expansion at 77 K. The function $\sinh y/y$ first vanishes at $y=\pm i\pi$, where its logarithm is singular. The series therefore converges for $|x|<2\pi$ and diverges for $|x|>2\pi$. The value 2.48 at 300 K lies inside the radius $2\pi$, and 9.65 at 77 K lies outside.

**If the mode is not harmonic**

The leading correction can be found from classical sampling even for a general smooth confining potential $V(u)$. Take the trace in plane waves, with $k=p/\hbar$ (this $k$ is a wave number; $\beta$ carries the temperature):

$$Z_q=\int\frac{du\,dk}{2\pi}\,e^{-iku}e^{-\beta H}e^{iku}.$$

Write $e^{-\beta H}e^{iku}=e^{iku}e^{-\beta(\hbar^2k^2/2\mu+V)}w$, with $w=1$ at $\beta=0$. The left side obeys $\partial_\beta(\cdot)=-H(\cdot)$. Carrying out the two space derivatives in $H$ gives

$$\partial_\beta w=\frac{\hbar^2}{2\mu}\left[w''-2\beta V'w'+(\beta^2V'^2-\beta V'')w+2ik(w'-\beta V'w)\right].$$

Since $\hbar k=p$ is a classical quantity, a factor $\hbar^2k$ counts as first order in $\hbar$. At first order,

$$w_1=-\frac{i\hbar^2k}{2\mu}\beta^2V' .$$

It is odd in $k$ and integrates to zero. Put $w_1$ back into the $2ik$ term and integrate over $\beta$ to get the second order:

$$w_2=\frac{\hbar^2}{2\mu}\left[\frac{\beta^3V'^2}{3}-\frac{\beta^2V''}{2}+\frac{\hbar^2k^2}{\mu}\left(\frac{\beta^3V''}{3}-\frac{\beta^4V'^2}{4}\right)\right].$$

The classical average of $\hbar^2k^2/\mu$ is $1/\beta$. This leaves $\beta^3V'^2/12-\beta^2V''/6$ in the bracket. Integration by parts with the weight $e^{-\beta V}$ gives $\beta\langle V'^2\rangle=\langle V''\rangle$, so

$$\frac{Z_q}{Z_{cl}}\simeq1-\frac{\hbar^2\beta^2}{24\mu}\langle V''\rangle_{cl},\qquad F_q-F_{cl}\simeq\frac{\hbar^2\langle V''\rangle_{cl}}{24\mu\,kT}.$$

In the last formula $k$ is again Boltzmann's constant. The second form follows from the first by $-\ln(1-\epsilon)\simeq\epsilon$, so the two agree only to order $\hbar^2$. Use the second: for the 64 meV mode at 300 K, taking the logarithm of the truncated ratio gives 7.62 meV, further from $D$ than $D_2$ is. For the harmonic mode $V''=\mu\omega^2$, and $D_2$ returns.

To size the effect, take $V=\hbar\omega(q^2/2+0.05q^3+0.002q^4)$ with $q=u\sqrt{\mu\omega/\hbar}$. These round coefficients are not fitted to silicon. They lower the first excitation energy by 0.82 meV, about one per cent. I obtained the levels by diagonalizing $H$ on a position grid and the classical averages by numerical integration. At 300 K the full gap becomes 6.22 meV, a change of $-0.07$ meV, and the curvature formula gives 6.55 meV. With these coefficients, anharmonicity changes the gap by less than the 0.31 meV error of the harmonic leading term. This refers to the gap only: the quantum free energy itself drops by about 0.2 meV. The change also depends on the coefficients. The quartic term alone would raise the gap by 0.07 meV, and coefficients 0.1 and 0.008 would lower it by 0.28 meV.

**What this means for silicon**

The value 64 meV is a rough figure for the optical phonon of silicon at the zone centre. The assumption that fails first in a real crystal is that all modes share this energy. At 300 K a 50 meV mode has a gap of 3.91 meV, and a 20 meV acoustic mode has 0.64 meV; both energies are rough representatives of lower-lying silicon modes. So don't multiply 6.3 meV by the number of modes. Compute the phonon energies and sum $D$ over them. A device running at 400 K also has a smaller correction, 4.8 meV for the 64 meV mode. Thermal expansion is left out here, but its effect through a frequency shift can be estimated: near 64 meV and at 300 K, $D$ changes by 0.19 meV for each meV of mode energy.

For a free-energy difference between two structures with the same number of modes, much of the correction may cancel. At leading order and fixed temperature, what remains is

$$\Delta F_A-\Delta F_B\simeq\frac{\hbar^2}{24kT}\left(\sum_i\omega_{A,i}^2-\sum_i\omega_{B,i}^2\right),$$

where $\Delta F$ is the quantum correction of each structure. This leading term is small when the two sums of squared frequencies are close, but higher orders remain. The mode pairs (64, 20) meV and (47.41, 47.41) meV have sums equal to within 0.02%, yet their full corrections differ by 0.12 meV at 300 K and by 2.0 meV at 77 K.

For your exercise, add 6.3 meV to the classical harmonic free energy of this mode. The leading correction, 6.6 meV here, will do if an error of 0.3 meV for this mode is acceptable. If you have sampled curvatures but no phonon frequencies, the curvature formula above, derived here for one coordinate and summed over atoms and Cartesian directions with each atom's mass, gives the leading term only. For a harmonic mode it is 5% too high at $x\approx2.5$ and about 50% too high at $x\approx10$, which is this mode at 77 K or a 250 meV mode at 300 K. Use it only when the highest mode energy is no more than a few $kT$.
